# Why Near-Null Gaussian Combinations Turn into Spurious Deep Levels

**Question.** A dense set of Gaussians contains combinations whose norm almost vanishes. In a hydrogen calculation these normally appear as harmless levels far above the ground state. Why does a small error that makes an overlap eigenvalue negative turn such a level into one hundreds of electronvolts below the true ground state? And what does "normally" require?

**Answer.**

## The mechanism

Let $g_i$ be $n$ real, normalized basis functions, $S_{ij}=\langle g_i|g_j\rangle$ their overlap matrix and $H_{ij}$ the Hamiltonian matrix. Let $v$ be the eigenvector of $S$ with the smallest eigenvalue $s$, scaled to $v^Tv=1$. The function $f=\sum_i v_ig_i$ has coefficients of ordinary size but a tiny squared norm, $v^TSv=s$. Its mean energy is

$$
q=\frac{h}{s},\qquad h=v^THv .
$$

Both $h$ and $s$ are small, because both are left over from cancellation. What survives the cancellation has many nodes. When these lie close together on the atomic length scale, a condition made precise below, the kinetic energy per unit norm is large. Then $q$ is large and positive, and $h$ is positive.

Now let an error change $s$ into $\tilde s$ while $h$ stays nearly the same. The quotient becomes $h/\tilde s$. As $\tilde s$ falls to zero from above, this rises without limit; when $\tilde s$ has passed through zero, it returns from $-\infty$. The deep level is the high level with the sign of its norm reversed. It is not a state of strong binding.

The variational principle gives no protection. It states that $\langle f|\hat H|f\rangle/\langle f|f\rangle$ cannot lie below the ground energy, but $\tilde s$ is no longer the norm of $f$, and no function has a negative norm.

## Why the remainder has many nodes

Take s-type Gaussians on a fixed proton, $g_i=N_ie^{-a_ir^2}$ with $N_i=(2a_i/\pi)^{3/4}$ and $a_1<\dots<a_n$. Atomic units are used in the algebra, and the Hamiltonian is nonrelativistic. I show that $f$ has $n-1$ radial nodes, the most that $n$ such Gaussians allow.

**Counting zeros.** Put $t=r^2$ and $F(t)=\sum_id_ie^{-a_it}$. The number of real zeros of $F$, counted with multiplicity, is at most the number of sign changes in the sequence $d_i$. With no sign change there is no zero. Otherwise choose $\alpha$ between two exponents where the sign changes. The function $e^{\alpha t}F$ has the same zeros as $F$, and its derivative has coefficients $d_i(\alpha-a_i)$. These keep their signs for $a_i<\alpha$ and reverse them for $a_i>\alpha$, so one sign change is lost. By Rolle's theorem $F$ has at most one zero more than this derivative, and induction gives the claim.

Thus no combination of $m$ exponentials, except the one with all coefficients zero, vanishes at $m$ distinct points, and $\det[e^{-a_it_k}]$ is never zero for distinct $a_i$ and distinct $t_k$. By continuity its sign, for ordered arguments, depends on $m$ alone.

**Signs of $v$.** In the variable $t$,

$$
S_{ij}=2\pi N_iN_j\int_0^\infty t^{1/2}e^{-a_it}e^{-a_jt}\,dt .
$$

For any functions $\phi_i,\psi_j$ and a positive weight $\omega$,

$$
\det\!\left[\int\!\omega\,\phi_i\psi_j\,dt\right]=\frac1{m!}\int\det[\phi_i(t_k)]\det[\psi_j(t_k)]\prod_k\omega(t_k)\,dt_k .
$$

To see this, expand the first determinant on the right. By relabelling the $t_k$, its $m!$ terms contribute equally, and the term $\prod_k\phi_k(t_k)$ can be taken into the rows of the second determinant. Applied to a minor of $S$, the formula contains two exponential determinants of equal sign. All minors of $S$ are therefore positive.

The elements of $S^{-1}$ are minors divided by $\det S$, with signs $(-1)^{i+j}$. Hence $P_{ij}=(-1)^{i+j}(S^{-1})_{ij}$ is positive throughout, and its largest eigenvalue is $1/s$. If a maximizer $x$ of $x^TPx$ at unit length had mixed signs, $|x|$ would give a larger value. So $x$ can be taken nonnegative, and $Px=x/s$ makes every component positive. Undoing the signs gives $v_i=(-1)^ix_i$: the coefficients alternate. By the counting rule $f$ has at most $n-1$ nodes.

**No fewer nodes.** The eigenvalue equation reads $\langle g_i|f\rangle=s\,v_i$, so these overlaps alternate as well. Suppose $f$ changed sign at $m\le n-2$ points. From the exponents $a_1,\dots,a_{m+1}$ form a combination $p=\sum_id_ie^{-a_it}$ that vanishes at these points. Since it has $m$ zeros, its $m+1$ coefficients must alternate, and it has no other zeros. Choose $p>0$ at large $t$, so that the coefficient of the smallest exponent is positive. Then

$$
\langle p|f\rangle=s\sum_i\frac{d_iv_i}{N_i}
$$

has terms of one sign, that of $v_1$. Repeating this with $a_2,\dots,a_{m+2}$ gives the sign of $v_2$, which is opposite. But both functions $p$ have the same sign pattern in $r$, so both products $pf$ have the sign of $f$ at large $r$. This is a contradiction, and $f$ has exactly $n-1$ nodes.

## From nodes to a high energy

Let $u(r)=\sqrt{4\pi/s}\;r f(r)$, so that $\int_0^\infty u^2dr=1$. The kinetic energy is $\tau=\frac12\int u'^2dr$. Between two zeros of $u$ a distance $L$ apart, expand $u$ in the sines $\sin(m\pi x/L)$, where $x$ is measured from the first zero. Each term has a ratio $\int u'^2/\int u^2=(m\pi/L)^2\ge(\pi/L)^2$. With $w_j$ the probability in interval $j$ of length $L_j$,

$$
\tau\ \ge\ \sum_{j=1}^{n-1}w_j\,\frac{\pi^2}{2L_j^2}.
$$

The first interval starts at $r=0$, where $u=0$. The tail beyond the last node is bounded by zero.

The attraction must also be limited. For any $Z>0$,

$$
0\le\int_0^\infty\left(u'-\frac ur+Zu\right)^2dr
=2\tau+Z^2-2Z\left\langle\frac1r\right\rangle .
$$

Here $-2\int uu'/r\,dr=-\int u^2/r^2\,dr$ by partial integration, which cancels the square of $u/r$, and $\int uu'dr=0$. Setting $Z=\langle1/r\rangle$ gives $\langle1/r\rangle\le\sqrt{2\tau}$, and so

$$
q=\tau-\left\langle\frac1r\right\rangle\ \ge\ \tau-\sqrt{2\tau}.
$$

This is positive when $\tau>2$ hartree, which is sufficient but not necessary. What "normally" requires is $h>0$, that is, $\tau>\langle1/r\rangle$. Nodes that lie close together on the atomic length scale ensure it when most of the probability lies between them. A small $s$ does not by itself ensure this.

## What happens when the norm changes sign

First disturb the near-null direction alone:

$$
\tilde S=S-\eta vv^T,\qquad \tilde s=s-\eta .
$$

Let $E_k,c_k$ solve the undisturbed problem $Hc_k=E_kSc_k$ with $c_k^TSc_l=\delta_{kl}$. The disturbed equation is $(H-ES+\eta Evv^T)c=0$. Solve it for $c$, multiply by $v^T$ and divide by $v^Tc\neq0$:

$$
1+\eta E\sum_k\frac{(v^Tc_k)^2}{E_k-E}=0 .
$$

The inverse of $H-ES$ has been written as $\sum_kc_kc_k^T/(E_k-E)$.

For large $|E|$ use $E/(E_k-E)=-(1+E_k/E+E_k^2/E^2+\dots)$. The sums needed follow from $\sum_kc_kc_k^T=S^{-1}$ and $\sum_kE_kc_kc_k^T=S^{-1}HS^{-1}$:

$$
\sum_k(v^Tc_k)^2=\frac1s,\qquad \sum_kE_k(v^Tc_k)^2=\frac h{s^2}=\frac qs .
$$

The number $p_k=s(v^Tc_k)^2$ is the share of the normalized near-null function in level $k$. With $M=\sum_kp_kE_k^2$, the equation becomes

$$
\frac{\tilde s}{s}=\frac\eta s\left(\frac qE+\frac M{E^2}+\dots\right).
$$

Solving for $E$ to the first two orders near $\tilde s=0$, with $\eta/s=1-\tilde s/s$,

$$
E\simeq\frac{h}{\tilde s}-q+\frac Mq=\frac h{\tilde s}+\frac{M-q^2}{q}.
$$

The first term is the simple quotient. The second is the variance of the basis levels $E_k$ under the weights $p_k$, divided by their mean $q$, and it does not change sign with $\tilde s$.

The other levels need not suffer. Differentiating $c^T(H-E\tilde S)c=0$ with respect to $\eta$, where the terms from the change of $c$ vanish, gives

$$
\frac{dE}{d\eta}=\frac{E\,(v^Tc)^2}{c^T\tilde Sc}.
$$

Positive levels of positive norm rise, and bound ones sink in proportion to their near-null share. For $h>0$, the deep level that appears when $\tilde s$ turns negative has both $E$ and its norm negative, so it climbs from $-\infty$ as the error grows: the closer the negative $\tilde s$ is to zero, the deeper the level.

**General noise.** Real errors affect all elements of $S$, and perhaps of $H$. Suppose that for some energy $\mu$ the matrix $A=H-\mu\tilde S$ is positive definite, and write $A=KK^T$. Then $Hc=E\tilde Sc$ is equivalent to $Ac=(E-\mu)\tilde Sc$, or with $y=K^Tc$,

$$
K^{-1}\tilde SK^{-T}y=\frac1{E-\mu}\,y .
$$

The matrix on the left is symmetric, so all levels are real. By Sylvester's law it has as many negative eigenvalues as $\tilde S$. If $\tilde S$ has $m$ negative eigenvalues and none equal to zero, exactly $m$ levels lie below $\mu$. The same holds with a noisy $H$ in place of $H$. Without a suitable $\mu$ this count is not guaranteed, and complex levels are possible.

## The dense hydrogen set

Write $p=a+b$ for a pair of exponents. The Gaussian integrals $(\pi/p)^{3/2}$ for the norm, $3/(2p)$ for the mean of $r^2$ and $2\sqrt{p/\pi}$ for the mean of $1/r$ give

$$
S_{ab}=\left(\frac{2\sqrt{ab}}p\right)^{3/2}\!,\quad
T_{ab}=\frac{3ab}p\,S_{ab},\quad
V_{ab}=-2\sqrt{\frac p\pi}\,S_{ab}.
$$

The kinetic element is $\frac12\langle\nabla g_a|\nabla g_b\rangle=2ab\,\langle r^2\rangle S_{ab}$.

The example has 14 exponents, $a_i=0.03\times1.6^{\,i-1}$ in atomic units. The clean ground level is $-13.5986$ eV, which is 0.0071 eV above the exact level of this model. The smallest overlap eigenvalue is $s=7.48\times10^{-7}$.

Its function has 13 nodes, between 0.097 and 5.10 angstrom. The node spacings, weighted with the interval probabilities $w_j$, require a kinetic energy of at least 551.8 eV; the actual value is 555.0 eV. The Coulomb energy is only $-17.5$ eV, so

$$
q=554.97-17.55=537.42\ \text{eV}.
$$

The general lower bound, with the measured $\tau$, is 381.2 eV. The numerator is $h=4.02\times10^{-4}$ eV: tiny, but positive.

The near-null function is not the highest state of the basis. The highest clean level is at 2352 eV, and the overlap eigenvector with 11 nodes has a mean energy of 625 eV, more than the one with 13. The number of nodes does not fix the energy; the bound also depends on their spacing and on where the probability lies.

Now let $\tilde s$ pass through zero. Energies are in eV.

| $\tilde s/s$ | deep level | ground level | top level |
|---:|---:|---:|---:|
| $1$ | none | $-13.59864$ | $2352$ |
| $0.1$ | none | $-13.59865$ | $6151$ |
| $0.001$ | none | $-13.59865$ | $538061$ |
| $-0.001$ | $-536777$ | $-13.59865$ | $1989$ |
| $-0.1$ | $-4831$ | $-13.59865$ | $2044$ |
| $-0.5$ | $-739$ | $-13.59865$ | $2142$ |

At $\tilde s/s=\pm0.001$ the simple quotient is $537.418/(\pm0.001)=\pm537418$ eV. Both computed levels lie about 642 eV above it: nearly the same offset on both sides, as a second term independent of the sign of $\tilde s$ requires. Evaluating $M=v^THS^{-1}Hv/s$ directly gives $(M-q^2)/q=641.8$ eV, the mean of the two offsets 642.9 and 640.6 eV; the spread of the near-null function over the basis levels is $\sqrt{M-q^2}=587$ eV. At $\tilde s/s=-0.5$ the quotient gives $-1075$ eV instead of $-739$ eV: it describes the divergence, not the whole curve. The level is deep only while $|\tilde s|$ is not much larger than $s$: it lies at $-308$, $-76$ and $-17.7$ eV for $\tilde s/s=-1$, $-3$ and $-10$, above the ground level (at $-5.0$ eV) for $-30$, and at $-300$ a complex pair has formed. The scale also belongs to the basis: with all exponents multiplied by 0.1 or by 10, $s$ is unchanged but $q$ is 50 or 5494 eV.

In the rows with negative $\tilde s$, the physical ground level survives as the second lowest. Its near-null share is $6.7\times10^{-7}$, so removing the whole norm $s$ shifts it, to first order, by $-13.6\times6.7\times10^{-7}\approx-9\times10^{-6}$ eV. A program that reports the lowest root would nevertheless report the wrong state.

## Random noise

Give the off-diagonal overlaps independent Gaussian errors of standard deviation $\sigma$. The smallest eigenvalue of $\tilde S$ cannot exceed $v^T\tilde Sv=s+v^T\delta S\,v$, and the last term has standard deviation

$$
\sigma\sqrt{2\Big(1-\sum_iv_i^4\Big)}<\sqrt2\,\sigma .
$$

Errors comparable with $s$ can thus reverse its sign.

With $\sigma=s$, 102 of 300 samples had a negative overlap eigenvalue, and the median of their lowest levels was $-545$ eV. With $\sigma=0.01s$ there was none. When $H$ also received errors of the same numerical size in hartree, 74 of 300 new samples had a negative overlap eigenvalue, with a median lowest level of $-778$ eV. Noise in $H$ cannot affect the sign of $\tilde S$, so the two counts differ because the random draws differ. The same holds for the medians. With 9000 samples both cases give about 81 negative samples per 300 and a median near $-600$ eV, while the medians of batches of 300 scatter from about $-410$ to $-930$ eV; nine tenths of the deep levels lie between about $-110$ and $-12000$ eV.

In all these samples $H-\mu\tilde S$, with the noisy $H$ where it applies, was positive definite at $\mu=-27.2$ eV. The number of levels below $\mu$ agreed each time with the number of negative overlap eigenvalues. This belongs to noise no larger than $s$. At $\sigma=10s$ definiteness at this $\mu$ fails in about 40% of samples. If the elements of $H$ also carry relative errors of that size, the change of $h$ exceeds $h$ itself, and about a third of the samples have complex levels.

## When the collapse comes earlier

The sign of $h$ can be changed without touching $S$. Multiply all exponents by $\lambda$. The formulas above leave $S$, $s$ and $v$ unchanged, while $T$ is multiplied by $\lambda$ and $V$ by $\sqrt\lambda$:

$$
q(\lambda)=\lambda\,(554.97\ \text{eV})-\sqrt\lambda\,(17.55\ \text{eV}).
$$

This is negative for $\sqrt\lambda<17.55/554.97=0.0316$ and lowest at half that value, $\lambda=2.50\times10^{-4}$, where $q=-0.139$ eV. Lengths grow by $1/\sqrt\lambda\approx63$, so the nodes now extend from about 6 to 320 angstrom. Such a function oscillates too slowly for its kinetic energy to outweigh the attraction.

The order of events is then reversed. At $\tilde s/s=+0.001$ the lowest level is already at $-139.6$ eV, although $\tilde S$ is still positive definite; it passes below the exact $-13.6$ eV between $\tilde s/s=0.02$ and $0.01$. This scaled set is a control, not a usable hydrogen basis: its clean ground level is only $-3.3$ eV. At $\tilde s/s=-0.001$ the runaway level is at $+137.8$ eV. The conditioning is the same as before; the sign of $h$ decides the direction. A positive definite $\tilde S$ is therefore no proof that the variational bound holds. When $h<0$, an error that makes a small eigenvalue still smaller can break the bound before any eigenvalue becomes negative.

## What removes the false level

Diagonalize $\tilde S$ and keep only eigenvectors $U_i$ whose eigenvalues $\tilde s_i$ exceed a threshold well above the noise. With columns $X_i=U_i/\sqrt{\tilde s_i}$ one has $X^T\tilde SX=1$, and the ordinary eigenvalues of $X^THX$ are the levels.

For $\sigma=s$ and a threshold of $100\sigma=7.48\times10^{-5}$, 11 of the 14 directions remained in every sample. The ground level then differed from the clean 14-function result by at most 0.0008 eV, with or without noise in $H$. This is less than the 0.0071 eV by which the full basis misses the exact level. The figure applies to the ground state; excited states can have larger shares in the discarded directions and lose much more. Without any noise, dropping the three directions already raises the lowest three levels by 0.00075, 0.015 and 0.45 eV, so the error is that of the truncation rather than of the noise.

Replacing a negative $\tilde s$ by $|\tilde s|$ would send the level back to high energy when $h>0$, but its norm would still consist of noise. Discarding the direction admits that the data do not determine it.

## Computed values

```
number of Gaussians: 14, exponent ratio: 1.6
smallest, largest exponent: 0.1071, 48.248 angstrom^-2
smallest, largest overlap eigenvalue: 7.4801e-07, 7.8057
clean ground level: -13.59864 eV
exact hydrogen ground level: -13.60569 eV
clean highest level: 2351.87 eV
overlap eigenvalue 7.806e+00: nodes 0, mean energy 1.783 eV
overlap eigenvalue 1.738e-01: nodes 4, mean energy 297.065 eV
overlap eigenvalue 1.344e-03: nodes 8, mean energy 534.008 eV
overlap eigenvalue 2.129e-05: nodes 11, mean energy 625.229 eV
overlap eigenvalue 7.480e-07: nodes 13, mean energy 537.418 eV
innermost, outermost node: 0.0969, 5.0963 angstrom
near-null kinetic energy: 554.965 eV
node-spacing bound on kinetic energy: 551.761 eV
near-null Coulomb energy: -17.548 eV
near-null mean energy h/s: 537.418 eV
lower bound on h/s from kinetic energy: 381.176 eV
numerator h: 4.0199e-04 eV
near-null share in ground level: 6.736e-07
near-null share in levels above zero: 0.99929876
s_new/s = +1.000: no deep level, ground -13.59864 eV, top 2351.87 eV
s_new/s = +0.500: no deep level, ground -13.59864 eV, top 2534.95 eV
s_new/s = +0.100: no deep level, ground -13.59865 eV, top 6151.30 eV
h/s_new at s_new/s = +0.001: 537417.66 eV
s_new/s = +0.001: no deep level, ground -13.59865 eV, top 538060.45 eV
h/s_new at s_new/s = -0.001: -537417.66 eV
s_new/s = -0.001: deep -536777.09 eV, ground -13.59865 eV, top 1988.97 eV
s_new/s = -0.100: deep -4831.01 eV, ground -13.59865 eV, top 2043.72 eV
s_new/s = -0.500: deep -738.72 eV, ground -13.59865 eV, top 2141.52 eV
diffuse control, exponent scale factor: 2.4995e-04
diffuse control, near-null mean energy: -0.13871 eV
diffuse control, lowest level at s_new/s = +0.001: -139.620 eV
diffuse control, highest level at s_new/s = -0.001: 137.835 eV
weak noise 7.480e-09: negative-overlap samples 0 of 300
noise 7.480e-07 in S only: negative-overlap samples 102 of 300
  samples with definite pencil at mu = -27.211 eV: 300, of these negative-overlap: 102
  median spurious lowest level: -545.27 eV
  after truncation at 7.480e-05: kept 11 to 11, largest ground error 0.00077 eV
noise 7.480e-07 in S and H: negative-overlap samples 74 of 300
  samples with definite pencil at mu = -27.211 eV: 300, of these negative-overlap: 74
  median spurious lowest level: -777.87 eV
  after truncation at 7.480e-05: kept 11 to 11, largest ground error 0.00077 eV
```
